# Bir–Pikus valence shifts under biaxial (001) strain with split-off coupling: verification in Python

```python
"""
Valence levels at k = 0 of a cubic semiconductor under biaxial (001) strain.

Result under test (electron energies, zero = unstrained valence top):
  E_HH = P + S
  E_LH = P - (S + D)/2 + R/2
  E_SO = P - (S + D)/2 - R/2,    R = sqrt(D^2 - 2 D S + 9 S^2)
  P = a_v (2 e + e_zz),  S = b (e - e_zz),  e_zz = -2 (C12/C11) e
e: in-plane strain; D: spin-orbit splitting; a_v, b: deformation potentials;
HH, LH, SO: heavy-hole, light-hole and split-off levels.
The formulas are compared with matrix diagonalization and with a separate
tight-binding crystal whose bond vectors are strained explicitly.
"""
import itertools
import numpy as np
from scipy.optimize import minimize_scalar

# ---------- operators in the basis (X, Y, Z) times (up, down) ----------
levi = np.zeros((3, 3, 3))
for p in itertools.permutations(range(3)):
    levi[p] = np.linalg.det(np.eye(3)[list(p)])
L = -1j * levi
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L_dot_sigma = sum(np.kron(L[k], sigma[k]) for k in range(3))
Jz = np.kron(L[2], np.eye(2)) + np.kron(np.eye(3), sigma[2] / 2)


def six_state_hamiltonian(P, S, D):
    orbital = np.diag([P + S, P + S, P - 2 * S])
    return np.kron(orbital, np.eye(2)) + D / 3 * (L_dot_sigma - np.eye(6))


def sector(H, J, m):
    """Energies and eigenvectors of H among the states with J_z = m."""
    values, vectors = np.linalg.eigh(J)
    U = vectors[:, np.abs(values - m) < 1e-8]
    energies, c = np.linalg.eigh(U.conj().T @ H @ U)
    return energies, U @ c


def numeric_levels(H, J):
    """HH, LH, SO: the lowest levels of their J_z sectors."""
    heavy = sector(H, J, 1.5)[0]
    light = sector(H, J, 0.5)[0]
    return np.array([heavy[0], light[1], light[0]])


def formula_levels(P, S, D):
    R = np.sqrt(D**2 - 2 * D * S + 9 * S**2)
    return np.array([P + S, P - (S + D) / 2 + R / 2, P - (S + D) / 2 - R / 2])


def numeric_splitting(S, D):
    levels = numeric_levels(six_state_hamiltonian(0.0, S, D), Jz)
    return levels[0] - levels[1]


# ---------- cubic symmetry leaves three strain constants ----------
rng = np.random.default_rng(7)
G = rng.normal(size=(3, 3, 3, 3)) + 1j * rng.normal(size=(3, 3, 3, 3))
G = G + G.conj().transpose(0, 1, 3, 2)      # Hermitian for every strain
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            group.append(np.diag(signs) @ np.eye(3)[list(perm)])
assert len(group) == 24


def averaged_coupling(strain):
    total = np.zeros((3, 3), complex)
    for rot in group:
        rotated = rot @ strain @ rot.T
        total += rot.T @ np.einsum('kl,klij->ij', rotated, G) @ rot
    return total / len(group)


along_x = averaged_coupling(np.diag([1.0, 0.0, 0.0]))
shear = np.zeros((3, 3))
shear[0, 1] = shear[1, 0] = 1.0
l_c, m_c = along_x[0, 0], along_x[1, 1]
n_c = averaged_coupling(shear)[0, 1]
A = rng.normal(size=(3, 3))
strain = A + A.T
diagonal = np.diag(strain)
expected = n_c * (strain - np.diag(diagonal))
expected = expected + np.diag(l_c * diagonal + m_c * (diagonal.sum() - diagonal))
symmetry_error = np.abs(averaged_coupling(strain) - expected).max()
assert symmetry_error < 1e-12
assert max(abs(l_c.imag), abs(m_c.imag), abs(n_c.imag)) < 1e-12

# ---------- model parameters; free surface by energy minimization ----------
D, a_v, b, ratio = 0.30, 1.0, -2.0, 0.45


def elastic_energy(z):
    """Energy over C11 for unit in-plane strain and normal strain z."""
    return 0.5 * (2 + z**2) + ratio * (1 + 2 * z)


z_min = minimize_scalar(elastic_energy).x
assert abs(z_min + 2 * ratio) < 1e-6

# ---------- explicit J states and their matrix elements ----------
X_up, X_dn, Y_up, Y_dn, Z_up, Z_dn = np.eye(6, dtype=complex)
heavy_state = -(X_up + 1j * Y_up) / np.sqrt(2)
light_state = np.sqrt(2 / 3) * Z_up - (X_dn + 1j * Y_dn) / np.sqrt(6)
split_state = (X_dn + 1j * Y_dn + Z_up) / np.sqrt(3)
states = np.array([heavy_state, light_state, split_state]).T
S0 = 0.07
block = states.conj().T @ six_state_hamiltonian(0.0, S0, D) @ states
q = np.sqrt(2) * S0
assert np.allclose(block, [[S0, 0, 0], [0, -S0, -q], [0, -q, -D]], atol=1e-12)

# ---------- levels and Z weight against diagonalization ----------
worst_level = worst_weight = 0.0
for S in np.linspace(-1.0, 1.0, 41):
    H = six_state_hamiltonian(0.05, S, D)
    assert np.abs(H @ Jz - Jz @ H).max() < 1e-12
    closed = formula_levels(0.05, S, D)
    full = np.linalg.eigvalsh(H)
    worst_level = max(worst_level,
                      np.abs(full - np.sort(np.repeat(closed, 2))).max(),
                      np.abs(numeric_levels(H, Jz) - closed).max())
    vector = sector(H, Jz, 0.5)[1][:, 1]
    R = np.sqrt(D**2 - 2 * D * S + 9 * S**2)
    weight = np.sum(np.abs(vector[4:])**2)
    worst_weight = max(worst_weight,
                       abs(weight - (0.5 - (9 * S - D) / (6 * R))))
assert worst_level < 1e-12 and worst_weight < 1e-10

# ---------- series, strong-strain limits, concavity ----------
x = 0.01
plus, minus = numeric_splitting(x, 1.0), numeric_splitting(-x, 1.0)
second_coefficient = (plus + minus) / 2 / x**2
third_coefficient = ((plus - minus) / 2 - 2 * x) / x**3
assert abs(second_coefficient + 2) < 2e-3    # remainder of order x^2
assert abs(third_coefficient + 2) < 4e-3     # remainder of order x^2
compressed_limit = numeric_splitting(1000.0, 1.0)
tensile_offset = numeric_splitting(-1000.0, 1.0) + 3000.0
assert abs(compressed_limit - 2 / 3) < 1e-3  # remainder of order 1/1000
assert abs(tensile_offset - 1 / 3) < 1e-3
curve = np.array([numeric_splitting(S, 1.0) for S in np.linspace(-3, 3, 121)])
assert np.all(np.diff(curve) > 0) and np.all(np.diff(curve, 2) < 0)
assert np.all((curve + curve[::-1])[:60] < 0)

# ---------- tight-binding crystal with strained bonds ----------
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
V_sigma, V_pi, E_anion, E_cation = 2.5, -0.6, 0.0, 2.0
so_anion, so_cation = 0.012, 0.006


def crystal_orbitals(strain_diagonal):
    """Anion and cation p orbitals at k = 0; hopping falls as 1/length^2."""
    hop = np.zeros((3, 3))
    for bond in bonds:
        r = bond * (1 + np.array(strain_diagonal))
        d2 = r @ r
        hop += ((V_sigma - V_pi) * np.outer(r, r) / d2 + V_pi * np.eye(3)) / d2
    return np.block([[E_anion * np.eye(3), hop], [hop.T, E_cation * np.eye(3)]])


def x_level(strain_diagonal):
    H = crystal_orbitals(strain_diagonal)
    return np.linalg.eigvalsh(H[np.ix_([0, 3], [0, 3])])[0]


def crystal_levels(strain_diagonal):
    H = np.kron(crystal_orbitals(strain_diagonal), np.eye(2)).astype(complex)
    H += np.kron(np.diag([so_anion, so_cation]), L_dot_sigma) / 3
    return numeric_levels(H, np.kron(np.eye(2), Jz))


h = 1e-5
l_tb = (x_level([h, 0, 0]) - x_level([-h, 0, 0])) / (2 * h)
m_tb = (x_level([0, h, 0]) - x_level([0, -h, 0])) / (2 * h)
a_tb, b_tb = (l_tb + 2 * m_tb) / 3, (l_tb - m_tb) / 3
unstrained = crystal_levels([0, 0, 0])
D_tb = unstrained[0] - unstrained[2]
tb_rows = []
for e in (-0.001, 0.001):
    e_zz = -2 * ratio * e
    found = crystal_levels([e, e, e_zz]) - unstrained[0]
    S = b_tb * (e - e_zz)
    closed = formula_levels(a_tb * (2 * e + e_zz), S, D_tb)
    # terms of second order in strain: some tens of eV times 1e-6
    assert np.abs(found - closed).max() < 1e-4
    split_found, split_closed = found[0] - found[1], closed[0] - closed[1]
    assert abs(split_found - 2 * S) > 10 * abs(split_found - split_closed)
    tb_rows.append((e, split_found, split_closed, 2 * S))

# ---------- printed results ----------
print("MODEL PARAMETERS")
print(f"spin-orbit splitting D = {D:.2f} eV")
print(f"a_v = {a_v:.2f} eV, b = {b:.2f} eV, C12/C11 = {ratio:.2f}")
print(f"e_zz/e from energy minimization = {z_min:.4f}")
print("WORKED EXAMPLE (energies in meV)")
splittings = {}
for percent in (-2, -1, 1, 2):
    e = percent / 100
    e_zz = -2 * ratio * e
    P, S = a_v * (2 * e + e_zz), b * (e - e_zz)
    H = six_state_hamiltonian(P, S, D)
    hh, lh, so = 1000 * numeric_levels(H, Jz)
    weight = np.sum(np.abs(sector(H, Jz, 0.5)[1][4:, 1])**2)
    R = np.sqrt(D**2 - 2 * D * S + 9 * S**2)
    splittings[percent] = hh - lh
    print(f"e = {percent:+d} %: e_zz = {100 * e_zz:+.2f} %, "
          f"P = {1000 * P:+.2f}, S = {1000 * S:+.2f}, R = {1000 * R:.2f}")
    print(f"   HH = {hh:+.2f}, LH = {lh:+.2f}, SO = {so:+.2f}")
    print(f"   HH-LH = {hh - lh:+.2f}, first order 2S = {2000 * S:+.2f}, "
          f"second order = {1000 * (2 * S - 2 * S**2 / D):+.2f}")
    print(f"   LH repulsion shift 2S^2/D = {2000 * S**2 / D:.2f}, "
          f"Z weight of LH = {weight:.4f}")
for percent in (1, 2):
    quotient = abs(splittings[percent]) / splittings[-percent]
    print(f"|splitting| tension/compression at {percent} % = {quotient:.3f}")
print(f"compression limit 2D/3 = {2000 * D / 3:.1f} meV")
print("GENERAL CHECKS")
print(f"series coefficient of S^2/D: {second_coefficient:.4f}")
print(f"series coefficient of S^3/D^2: {third_coefficient:.4f}")
print(f"splitting/D at S = 1000 D: {compressed_limit:.4f}")
print(f"(splitting - 3S)/D at S = -1000 D: {tensile_offset:.4f}")
print(f"largest level error, six-state matrix: {worst_level:.1e} eV")
print("TIGHT-BINDING CRYSTAL")
print(f"a_v = {a_tb:.3f} eV, b = {b_tb:.3f} eV, D = {1000 * D_tb:.3f} meV")
for e, found, closed, linear in tb_rows:
    print(f"e = {100 * e:+.1f} %: HH-LH computed {1000 * found:+.3f}, "
          f"formula {1000 * closed:+.3f}, 2S {1000 * linear:+.3f} meV")
print("no test failed")
```

It prints:

```
MODEL PARAMETERS
spin-orbit splitting D = 0.30 eV
a_v = 1.00 eV, b = -2.00 eV, C12/C11 = 0.45
e_zz/e from energy minimization = -0.9000
WORKED EXAMPLE (energies in meV)
e = -2 %: e_zz = +1.80 %, P = -22.00, S = +76.00, R = 310.46
   HH = +54.00, LH = -54.77, SO = -365.23
   HH-LH = +108.77, first order 2S = +152.00, second order = +113.49
   LH repulsion shift 2S^2/D = 38.51, Z weight of LH = 0.2939
e = -1 %: e_zz = +0.90 %, P = -11.00, S = +38.00, R = 283.19
   HH = +27.00, LH = -38.41, SO = -321.59
   HH-LH = +65.41, first order 2S = +76.00, second order = +66.37
   LH repulsion shift 2S^2/D = 9.63, Z weight of LH = 0.4753
e = +1 %: e_zz = -0.90 %, P = +11.00, S = -38.00, R = 354.68
   HH = -27.00, LH = +57.34, SO = -297.34
   HH-LH = -84.34, first order 2S = -76.00, second order = -85.63
   LH repulsion shift 2S^2/D = 9.63, Z weight of LH = 0.8017
e = +2 %: e_zz = -1.80 %, P = +22.00, S = -76.00, R = 433.11
   HH = -54.00, LH = +126.55, SO = -306.55
   HH-LH = -180.55, first order 2S = -152.00, second order = -190.51
   LH repulsion shift 2S^2/D = 38.51, Z weight of LH = 0.8787
|splitting| tension/compression at 1 % = 1.289
|splitting| tension/compression at 2 % = 1.660
compression limit 2D/3 = 200.0 meV
GENERAL CHECKS
series coefficient of S^2/D: -1.9998
series coefficient of S^3/D^2: -1.9990
splitting/D at S = 1000 D: 0.6666
(splitting - 3S)/D at S = -1000 D: 0.3333
largest level error, six-state matrix: 1.8e-15 eV
TIGHT-BINDING CRYSTAL
a_v = 1.001 eV, b = -2.387 eV, D = 10.500 meV
e = -0.1 %: HH-LH computed +4.986, formula +4.979, 2S +9.070 meV
e = +0.1 %: HH-LH computed -11.410, formula -11.434, 2S -9.070 meV
no test failed
```
